# Coulomb energy of an l^N shell from unit tensor operators: verification in Python

```python
# Result under test: for N electrons in one shell l, the Coulomb repulsion is
#   H = sum_k F^k f_k,
#   f_k = (1/2) <l||C^k||l>^2 [ U^k.U^k - N/(2l+1) ],  k = 0, 2, ..., 2l.
# F^k: Slater integrals; C^k: Racah-normalised spherical harmonics;
# u^k: one-electron orbital tensor with <l||u^k||l> = 1; U^k = sum_i u^k(i).
# Many-electron operators act in the full occupation-number space of the
# shell, so that every N from 0 to 4l+2 is present at once.
import math
import numpy as np
import scipy.sparse as sp
from scipy.special import lpmv
from sympy.physics.wigner import wigner_3j, wigner_6j


def three_j(*args):
    return float(wigner_3j(*args))


# ---------- quadrature on the unit sphere ----------
N_THETA, N_PHI = 14, 28
x_nodes, x_weights = np.polynomial.legendre.leggauss(N_THETA)
phi_nodes = 2 * np.pi * np.arange(N_PHI) / N_PHI
COS = np.repeat(x_nodes, N_PHI)
PHI = np.tile(phi_nodes, N_THETA)
WEIGHT = np.repeat(x_weights, N_PHI) * 2 * np.pi / N_PHI
SIN = np.sqrt(1 - COS**2)
DIRECTION = np.array([SIN * np.cos(PHI), SIN * np.sin(PHI), COS]).T


def harmonic(l, m):
    if m < 0:
        return (-1)**m * np.conj(harmonic(l, -m))
    norm = math.sqrt((2*l + 1) / (4*math.pi)
                     * math.factorial(l - m) / math.factorial(l + m))
    return norm * lpmv(m, l, COS) * np.exp(1j * m * PHI)


def c_elements(l, k):
    """<lm|C^k_q|lm'> by quadrature, as a dictionary over q."""
    Y = np.array([harmonic(l, m) for m in range(-l, l + 1)])
    scale = math.sqrt(4 * math.pi / (2*k + 1))
    return {q: (np.conj(Y) * (WEIGHT * scale * harmonic(k, q))) @ Y.T
            for q in range(-k, k + 1)}


def coulomb_elements(l, r_small, r_large):
    """Angular integrals of 1/|r1-r2| at fixed radii, no expansion used."""
    n = 2*l + 1
    Y = np.array([harmonic(l, m) for m in range(-l, l + 1)])
    density = (np.conj(Y)[:, None, :] * Y[None, :, :] * WEIGHT).reshape(n*n, -1)
    cosine = DIRECTION @ DIRECTION.T
    kernel = 1 / np.sqrt(r_small**2 + r_large**2 - 2*r_small*r_large*cosine)
    return (density @ kernel @ density.T).reshape(n, n, n, n)


def unit_elements(l, k, q):
    """<lm|u^k_q|lm'> from the Wigner-Eckart theorem."""
    n = 2*l + 1
    u = np.zeros((n, n))
    for b in range(n):
        a = b + q
        if 0 <= a < n:
            u[a, b] = (-1)**(2*l - a) * three_j(l, k, l, l - a, q, b - l)
    return u


def c_reduced(l, k):
    return (-1)**l * (2*l + 1) * three_j(l, k, l, 0, 0, 0)


# ---------- many-electron space of one shell ----------
class Shell:
    def __init__(self, l):
        self.l, self.n = l, 2*l + 1
        modes = 2 * self.n
        sign = sp.csr_matrix(np.diag([1.0, -1.0]))
        lower = sp.csr_matrix(np.array([[0.0, 1.0], [0.0, 0.0]]))
        self.a = []
        for i in range(modes):
            op = sp.identity(1, format="csr")
            for j in range(modes):
                factor = sign if j < i else lower if j == i else sp.identity(2)
                op = sp.kron(op, factor, format="csr")
            self.a.append(op)
        self.dim = 2**modes
        self.pairs = {(i, j): (self.a[i] @ self.a[j]).tocsr()
                      for i in range(modes) for j in range(modes) if i != j}
        m = np.arange(-l, l + 1)
        occ = [(op.T @ op).diagonal() for op in self.a]
        up, down = np.array(occ[:self.n]), np.array(occ[self.n:])
        self.number = up.sum(0) + down.sum(0)
        self.ML = m @ (up + down)
        self.MS = (up.sum(0) - down.sum(0)) / 2
        ladder = np.zeros((self.n, self.n))
        for b in range(self.n - 1):
            ladder[b + 1, b] = math.sqrt(l*(l + 1) - m[b]*(m[b] + 1))
        self.L_plus = self.one_body(ladder)
        self.S_plus = sum(self.a[i].T @ self.a[i + self.n]
                          for i in range(self.n)).tocsr()

    def one_body(self, h):
        total = sp.csr_matrix((self.dim, self.dim))
        for i, j in np.argwhere(np.abs(h) > 1e-13):
            for s in (0, self.n):
                total = total + h[i, j] * (self.a[i + s].T @ self.a[j + s])
        return total.tocsr()

    def two_body(self, g):
        """Sum over electron pairs; g[a,b,c,d] = <a(1)c(2)|g|b(1)d(2)>."""
        assert np.abs(np.imag(g)).max() < 1e-9
        g = np.real(g)
        total = sp.csr_matrix((self.dim, self.dim))
        for a, b, c, d in np.argwhere(np.abs(g) > 1e-10):
            for s in (0, self.n):
                for t in (0, self.n):
                    if c + t == a + s or d + t == b + s:
                        continue
                    total = total + 0.5 * g[a, b, c, d] * (
                        self.pairs[c + t, a + s].T @ self.pairs[d + t, b + s])
        return total.tocsr()

    def tensor(self, k, q):
        return self.one_body(unit_elements(self.l, k, q))

    def tensor_square(self, k):
        U = {q: self.tensor(k, q) for q in range(-k, k + 1)}
        return sum((-1)**q * (U[q] @ U[-q]) for q in U).tocsr()

    def highest_weight(self, N, L, S):
        """Orthonormal states with M_L=L, M_S=S killed by L+ and S+."""
        idx = np.where((np.abs(self.number - N) < 1e-9)
                       & (np.abs(self.ML - L) < 1e-9)
                       & (np.abs(self.MS - S) < 1e-9))[0]
        if len(idx) == 0:
            return np.zeros((self.dim, 0))
        A, B = self.L_plus[:, idx], self.S_plus[:, idx]
        val, vec = np.linalg.eigh((A.T @ A + B.T @ B).toarray())
        keep = vec[:, val < 1e-9]
        out = np.zeros((self.dim, keep.shape[1]))
        out[idx] = keep
        return out

    def spectrum(self, op, N):
        idx = np.where(np.abs(self.number - N) < 1e-9)[0]
        return np.linalg.eigvalsh(op[idx][:, idx].toarray())


def largest(op):
    return float(abs(op).max())


def f_operator(shell, k, square):
    return 0.5 * c_reduced(shell.l, k)**2 * (
        square - sp.diags(shell.number / shell.n))


# ---------- operator identity for all N, against 1/|r1-r2| itself ----------
r_small, r_large = 0.3, 1.0
shells, squares, deviation = {}, {}, {}
for l in (1, 2):
    shell = shells[l] = Shell(l)
    squares[l] = {k: shell.tensor_square(k) for k in range(0, 2*l + 1, 2)}
    direct = shell.two_body(coulomb_elements(l, r_small, r_large))
    formula = sum(r_small**k / r_large**(k + 1) * f_operator(shell, k, sq)
                  for k, sq in squares[l].items())
    deviation[l] = largest(direct - formula)
    assert deviation[l] < 1e-8
    for k in range(0, 2*l + 3):
        quad = c_elements(l, k)
        if k % 2 or k > 2*l:
            assert max(np.abs(c).max() for c in quad.values()) < 1e-11
        else:
            for q, c in quad.items():
                assert np.allclose(c, c_reduced(l, k) * unit_elements(l, k, q),
                                   atol=1e-11)
    for k in range(0, 2*l + 1):
        self_term = sum((-1)**q * unit_elements(l, k, q) @ unit_elements(l, k, -q)
                        for q in range(-k, k + 1))
        assert np.allclose(self_term, np.eye(2*l + 1) / (2*l + 1), atol=1e-12)

print("Largest deviation, 1/r12 quadrature vs formula (1/length unit):")
print(f"  p shell, all N: {deviation[1]:.1e}   d shell, all N: {deviation[2]:.1e}")

# ---------- pair operators of the d shell from quadrature ----------
d = shells[2]
UU = squares[2]
pair_f = {}
for k in (0, 2, 4):
    c = c_elements(2, k)
    pair_f[k] = d.two_body(sum((-1)**q * np.einsum("ab,cd->abcd", c[q], c[-q])
                               for q in c))
assert np.allclose(pair_f[0].diagonal(), d.number * (d.number - 1) / 2)
C2 = {k: c_reduced(2, k)**2 for k in (0, 2, 4)}
print("Squared reduced elements <d||C^k||d>^2 (dimensionless):")
print("  " + "  ".join(f"k={k}: {C2[k]:.6f}" for k in C2))

print("d2 terms from the 6j formula: L, S, f_2, f_4 (dimensionless)")
for L in range(5):
    S = L % 2
    W = d.highest_weight(2, L, S)
    assert W.shape[1] == 1
    row = []
    for k in (2, 4):
        value = (-1)**L * C2[k] * float(wigner_6j(2, 2, L, 2, 2, k))
        assert abs(value - (W.T @ (pair_f[k] @ W))[0, 0]) < 1e-10
        row.append(value)
    print(f"  L={L} S={S}  {row[0]:9.6f} {row[1]:9.6f}")

for k in (2, 4):
    closed = d.spectrum(pair_f[k], 10)[0]
    assert abs(closed + C2[k]) < 1e-10
    for N in (1, 2, 3, 4):
        shift = -C2[k] * (5 - N) / 5
        assert np.allclose(d.spectrum(pair_f[k], 10 - N),
                           d.spectrum(pair_f[k], N) + shift, atol=1e-9)
    print(f"k={k}: closed shell d10 f_k = {closed:.6f}; "
          f"shift d3 to d7 = {-C2[k]*2/5:.6f}")

# ---------- quartet F of d3: determinant and reduced elements ----------
F_state = d.highest_weight(3, 3, 1.5)[:, 0]
P_state = d.highest_weight(3, 1, 1.5)[:, 0]
assert np.count_nonzero(np.abs(F_state) > 1e-10) == 1
print("d3 quartet F, determinant m = 2, 1, 0, all spin up (dimensionless):")
for k in (2, 4):
    occupied, empty = (2, 1, 0), (-1, -2)
    u0 = unit_elements(2, k, 0)
    diagonal = [u0[m + 2, m + 2] for m in occupied]
    jumps = {(m, p): unit_elements(2, k, p - m)[p + 2, m + 2]**2
             if abs(p - m) <= k else 0.0 for m in occupied for p in empty}
    by_hand = sum(diagonal)**2 + sum(jumps.values())
    expectation = F_state @ (UU[k] @ F_state)
    red_FF = (F_state @ (d.tensor(k, 0) @ F_state)) / three_j(3, k, 3, -3, 0, 3)
    red_PF = (P_state @ (d.tensor(k, -2) @ F_state)) / three_j(1, k, 3, -1, -2, 3)
    assert abs(by_hand - expectation) < 1e-10
    assert abs((red_FF**2 + red_PF**2) / 7 - expectation) < 1e-10
    print(f" k={k} u_mm for m=2,1,0: " + " ".join(f"{v:.6f}" for v in diagonal))
    print("  |u|^2 " + " ".join(f"{m}>{p}:{v:.6f}" for (m, p), v in jumps.items()))
    print(f"  (sum u_mm)^2 = {sum(diagonal)**2:.6f}, "
          f"sum |u|^2 = {sum(jumps.values()):.6f}, U.U = {by_hand:.6f}")
    print(f"  <F||U||F>^2 = {red_FF**2:.6f}, <P||U||F>^2 = {red_PF**2:.6f}")

# ---------- all terms of a model d3 shell ----------
slater = {0: 20.0, 2: 10.0, 4: 6.0}   # chosen model parameters, eV
print("Model Slater integrals (eV): "
      + ", ".join(f"F{k} = {v:.1f}" for k, v in slater.items()))
print("d3 terms: U2.U2, U4.U4, f_2, f_4 (dimensionless), energy (eV)")
levels, term_energy, term_f = [], {}, {}
for S in (1.5, 0.5):
    for L in range(5, -1, -1):
        W = d.highest_weight(3, L, S)
        count = W.shape[1]
        if count == 0:
            continue
        if count > 1:
            W = W @ np.linalg.eigh(W.T @ (UU[2] @ W))[1]
        A = {k: W.T @ (UU[k] @ W) for k in UU}
        f = {k: 0.5 * C2[k] * (A[k] - 3/5 * np.eye(count)) for k in UU}
        H = sum(slater[k] * f[k] for k in UU)
        energy = np.linalg.eigvalsh(H)
        levels += list(np.repeat(energy, round((2*S + 1) * (2*L + 1))))
        name = f"{round(2*S + 1)}{'SPDFGH'[L]}"
        term_energy[name], term_f[name] = energy, f
        if count == 1:
            print(f"  {name} {A[2][0, 0]:.6f} {A[4][0, 0]:.6f} "
                  f"{f[2][0, 0]:9.6f} {f[4][0, 0]:9.6f} {energy[0]:.4f}")
        else:
            assert name == "2D" and count == 2
            assert largest(A[2] @ A[4] - A[4] @ A[2]) > 1e-3
            print(f"  {name} twice; basis in which U2.U2 is diagonal:")
            print(f"    U2.U2 diagonal: {A[2][0, 0]:.6f}, {A[2][1, 1]:.6f}")
            print(f"    U4.U4 diagonal: {A[4][0, 0]:.6f}, {A[4][1, 1]:.6f}; "
                  f"|off-diagonal|: {abs(A[4][0, 1]):.6f}")
            print(f"    H diagonal (eV): {H[0, 0]:.4f}, {H[1, 1]:.4f}; "
                  f"|off-diagonal|: {abs(H[0, 1]):.4f}")
            print(f"    energies (eV): {energy[0]:.4f}, {energy[1]:.4f}")
            error = np.abs(np.sort(np.diag(H)) - energy).max()
            print(f"    error if off-diagonal is dropped (eV): {error:.4f}")

direct_levels = d.spectrum(sum(slater[k] * pair_f[k] for k in slater), 3)
assert len(levels) == len(direct_levels)
assert np.allclose(np.sort(levels), direct_levels, atol=1e-8)
for k in (2, 4):
    assert abs(term_f["2H"][k][0, 0] - term_f["2P"][k][0, 0]) < 1e-10
assert min(levels) == term_energy["4F"][0]
print(f"Number of d3 states checked by direct diagonalization: {len(levels)}")
print(f"Gap 4P - 4F (eV): {term_energy['4P'][0] - term_energy['4F'][0]:.4f}")
print("PASS")
```

Running it gives:

```
Largest deviation, 1/r12 quadrature vs formula (1/length unit):
  p shell, all N: 2.1e-14   d shell, all N: 5.7e-14
Squared reduced elements <d||C^k||d>^2 (dimensionless):
  k=0: 5.000000  k=2: 1.428571  k=4: 1.428571
d2 terms from the 6j formula: L, S, f_2, f_4 (dimensionless)
  L=0 S=0   0.285714  0.285714
  L=1 S=1   0.142857 -0.190476
  L=2 S=0  -0.061224  0.081633
  L=3 S=1  -0.163265 -0.020408
  L=4 S=0   0.081633  0.002268
k=2: closed shell d10 f_k = -1.428571; shift d3 to d7 = -0.571429
k=4: closed shell d10 f_k = -1.428571; shift d3 to d7 = -0.571429
d3 quartet F, determinant m = 2, 1, 0, all spin up (dimensionless):
 k=2 u_mm for m=2,1,0: 0.239046 -0.119523 -0.239046
  |u|^2 2>-1:0.000000 2>-2:0.000000 1>-1:0.085714 1>-2:0.000000 0>-1:0.014286 0>-2:0.057143
  (sum u_mm)^2 = 0.014286, sum |u|^2 = 0.157143, U.U = 0.171429
  <F||U||F>^2 = 0.240000, <P||U||F>^2 = 0.960000
 k=4 u_mm for m=2,1,0: 0.039841 -0.159364 0.239046
  |u|^2 2>-1:0.055556 2>-2:0.111111 1>-1:0.063492 1>-2:0.055556 0>-1:0.047619 0>-2:0.023810
  (sum u_mm)^2 = 0.014286, sum |u|^2 = 0.357143, U.U = 0.371429
  <F||U||F>^2 = 2.200000, <P||U||F>^2 = 0.400000
Model Slater integrals (eV): F0 = 20.0, F2 = 10.0, F4 = 6.0
d3 terms: U2.U2, U4.U4, f_2, f_4 (dimensionless), energy (eV)
  4F 0.171429 0.371429 -0.306122 -0.163265 55.9592
  4P 0.600000 0.133333  0.000000 -0.333333 58.0000
  2H 0.428571 0.561905 -0.122449 -0.027211 58.6122
  2G 0.285714 0.641270 -0.224490  0.029478 57.9320
  2F 0.857143 0.323810  0.183673 -0.197279 60.6531
  2D twice; basis in which U2.U2 is diagonal:
    U2.U2 diagonal: 0.345930, 1.139784
    U4.U4 diagonal: 0.798047, 0.421001; |off-diagonal|: 0.219907
    H diagonal (eV): 59.0340, 63.0885; |off-diagonal|: 0.9425
    energies (eV): 58.8256, 63.2968
    error if off-diagonal is dropped (eV): 0.2084
  2P 0.428571 0.561905 -0.122449 -0.027211 58.6122
Number of d3 states checked by direct diagonalization: 120
Gap 4P - 4F (eV): 2.0408
PASS
```
